**Sign of the electric field gradient in gamma-gamma and beta-gamma correlations**

The program shows that a directional gamma-gamma correlation W(t) from an unoriented parent is even in V_zz, while a beta-gamma correlation on a single crystal has a term odd in V_zz. Here V_zz is the principal field gradient, p the electron direction, k the gamma direction, n the gradient axis and P the nuclear polarization after beta decay. It asserts the parity rule by direct propagation for one asymmetric gradient, with and without an oblique magnetic field, and for even and odd detected ranks. It also asserts the sign of the quadrupole energy, the dipole gamma operators, the value of P, the closed formulas for spin 5/2, the powder average and the time integral. At 20 ns the output gives 0.98643 for gamma-gamma with either sign, and 1.09555 or 0.90445 for beta-gamma with positive or negative V_zz. In the line for three cubic sites the third value is printed as a magnitude; its sign is negative, and the program asserts that the three contributions cancel. The last lines show that a thermally aligned source at 10 mK does reveal the sign through its gamma anisotropy.

## Verification by program

```python
"""
Result under test: a directional gamma-gamma correlation is even in the electric
field gradient V_zz, while a beta-gamma correlation on a single crystal has a
term odd in V_zz.
Symbols: I nuclear spin (5/2); Q quadrupole moment; omega_q = e Q V_zz /
(4 I (2I-1) hbar); eta asymmetry; n = z axis of the field gradient; p electron
direction; k gamma direction; P nuclear polarization along p after beta decay.
Correlation: W(t) = Tr[efficiency U(t) rho U(t)^dagger], U = exp(-i H t / hbar).
For the axial case x = 6 omega_q t and
W_beta_gamma = 1 - (3P/35) [p.(n x k)] (n.k) (4 sin x + 5 sin 2x).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.spatial.transform import Rotation
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)])


SPIN = 2.5
DIM = 6
SPIN_OPS = spin_matrices(SPIN)
ONE = np.eye(DIM)


def along(direction):
    return np.einsum('i,iab->ab', direction, SPIN_OPS)


def alignment(direction):
    comp = along(direction)
    return 3 * comp @ comp - SPIN * (SPIN + 1) * ONE


def gamma_operator(direction):
    return ONE + alignment(direction) / (2 * SPIN * (2 * SPIN - 1))


def beta_state(direction, polarization):
    return (ONE + 3 * polarization * along(direction) / (SPIN + 1)) / DIM


def quadrupole_operator(eta=0.0):
    ix, iy, iz = SPIN_OPS
    return 3 * iz @ iz - SPIN * (SPIN + 1) * ONE + eta * (ix @ ix - iy @ iy)


def correlation(rho, efficiency, h_over_hbar, t):
    energy, vec = np.linalg.eigh(h_over_hbar)
    u = (vec * np.exp(-1j * energy * t)) @ vec.conj().T
    return np.trace(efficiency @ u @ rho @ u.conj().T).real


def unit(vector):
    return np.array(vector, float) / np.linalg.norm(vector)


# Sign of the quadrupole energy: elongated charge between two positive charges.
a = 0.01


def coulomb_energy(direction):
    total = 0.0
    for s in (1, -1):
        for z in (1, -1):
            total += 0.5 / np.linalg.norm(s * a * direction - np.array([0, 0, z]))
    return total


ez, ex = np.array([0., 0., 1.]), np.array([1., 0., 0.])
stretched = [np.linalg.eigh(along(d))[1][:, -1] for d in (ez, ex)]
expect = [(v.conj() @ quadrupole_operator() @ v).real for v in stretched]
gradient, moment = 4.0, 2 * a**2
quantum_difference = gradient * moment / 40 * (expect[0] - expect[1])
classical_difference = coulomb_energy(ez) - coulomb_energy(ex)
# The neglected higher multipoles are of relative order a squared.
assert abs(classical_difference / quantum_difference - 1) < 1e-3

# Dipole gamma operators from explicit angular momentum coupling.
half = Rational(1, 2)
second, first = [], []
for twice_m in (5, 3, 1, -1, -3, -5):
    m = twice_m * half
    emit, feed = 0.0, 0.0
    for lam in (1, -1):
        if abs(m - lam) <= 3 * half:
            emit += float(clebsch_gordan(3 * half, 1, 5 * half, m - lam, lam, m))**2
        if abs(m + lam) <= 3 * half:
            feed += float(clebsch_gordan(5 * half, 1, 3 * half, m, lam, m + lam))**2
    second.append(emit)
    first.append(feed)
for weights in (second, first):
    weights = np.array(weights) / np.mean(weights)
    assert np.allclose(np.diag(weights), gamma_operator(ez), atol=1e-12)

# Electron spin after left-handed projection of the positive-energy states.
speed = 0.9
pauli = 2 * spin_matrices(0.5)
test_p = unit([0.3, -0.7, 0.5])
sigma_p = np.einsum('i,iab->ab', test_p, pauli)
two = np.eye(2)
momentum = speed / np.sqrt(1 - speed**2)
dirac = momentum * np.kron(pauli[0], sigma_p) + np.kron(pauli[2], two)
energy, vec = np.linalg.eigh(dirac)
positive = vec[:, energy > 0] @ vec[:, energy > 0].conj().T
left = (np.eye(4) - np.kron(pauli[0], two)) / 2
spin_density = (np.eye(4) - speed * np.kron(two, sigma_p)) / 2
assert np.allclose(left @ positive @ left, spin_density @ left, atol=1e-12)

# Nuclear state after 7/2 -> 5/2 beta decay, neutrino spin traced out.
total_squared = np.zeros((24, 24), complex)
for i in range(3):
    total = (np.kron(SPIN_OPS[i], np.eye(4))
             + np.kron(ONE, np.kron(pauli[i] / 2, two))
             + np.kron(ONE, np.kron(two, pauli[i] / 2)))
    total_squared += total @ total
value, vec = np.linalg.eigh(total_squared)
parent = vec[:, abs(value - 3.5 * 4.5) < 1e-8]
assert parent.shape[1] == 8
projector = parent @ parent.conj().T
effect = np.kron(ONE, np.kron((two - speed * sigma_p) / 2, two))
daughter = np.einsum('aibi->ab', (projector @ effect).reshape(6, 4, 6, 4))
daughter = daughter / np.trace(daughter)
polarization = -speed / 3
assert np.allclose(daughter, beta_state(test_p, polarization), atol=1e-12)

# Parity in V_zz for general asymmetry, oblique magnetic field, ranks up to 4.
rng = np.random.default_rng(4)
d1, d2 = unit(rng.normal(size=3)), unit(rng.normal(size=3))
field = along(np.array([0.8, -0.5, 1.1]))
even = [alignment(d) + 0.3 * np.linalg.matrix_power(along(d), 4) for d in (d1, d2)]
odd = [along(d) for d in (d1, d2)]
times = np.linspace(0, 3, 25)
for magnetic in (0.0, 1.0):
    for start, end, parity in ((even[0], even[1], 1), (odd[0], odd[1], 1),
                               (odd[0], even[1], -1), (even[0], odd[1], -1)):
        curves = []
        for sign in (1, -1):
            h = sign * quadrupole_operator(0.4) + magnetic * field
            curves.append(np.array([correlation(start, end, h, t) for t in times]))
        assert np.allclose(curves[0], parity * curves[1], atol=1e-9)
        assert np.ptp(curves[0]) > 0.1

# Model parameters and coupling frequencies.
q_moment = 0.5e-28
v_zz = 5.0e21
lifetime = 100e-9
coupling_hz = const.e * q_moment * v_zz / const.h
omega_q = const.e * q_moment * v_zz / (4 * SPIN * (2 * SPIN - 1) * const.hbar)
omega_0 = 6 * omega_q
h_plus = omega_q * quadrupole_operator()
levels = np.diag(h_plus).real
assert np.isclose(levels[1] - levels[2], omega_0)
assert np.isclose(levels[0] - levels[1], 2 * omega_0)


def g1(x):
    return (2 * np.cos(x) + 5 * np.cos(2 * x)) / 7


def g2(x):
    return (9 * np.cos(x) + 5 * np.cos(3 * x)) / 14


def sine_sum(x):
    return 4 * np.sin(x) + 5 * np.sin(2 * x)


def p2(c):
    return (3 * c * c - 1) / 2


def gamma_gamma(k1, k2, t, sign=1):
    return correlation(gamma_operator(k1) / DIM, gamma_operator(k2), sign * h_plus, t)


def beta_gamma(p, k, t, sign=1):
    return correlation(beta_state(p, polarization), gamma_operator(k),
                       sign * h_plus, t)


# Closed single-crystal formulas against direct propagation.
for trial in range(12):
    k1, k2 = unit(rng.normal(size=3)), unit(rng.normal(size=3))
    t = rng.uniform(0, 200e-9)
    x = omega_0 * t
    c1, c2 = k1[2], k2[2]
    s1, s2 = np.sqrt(1 - c1**2), np.sqrt(1 - c2**2)
    dphi = np.arctan2(k1[1], k1[0]) - np.arctan2(k2[1], k2[0])
    formula = 1 + 0.14 * (p2(c1) * p2(c2) + 3*s1*c1*s2*c2*np.cos(dphi)*g1(x)
                          + 0.75 * s1**2 * s2**2 * np.cos(2 * dphi) * g2(x))
    assert abs(formula - gamma_gamma(k1, k2, t)) < 1e-10
    for sign in (1, -1):
        geometry = (k1 @ np.cross(ez, k2)) * k2[2]
        formula = 1 - 3 * polarization / 35 * geometry * sine_sum(sign * x)
        assert abs(formula - beta_gamma(k1, k2, t, sign)) < 1e-10

# Powder average over crystal orientations by exact product quadrature.
p_dir = np.array([0., 1., 0.])
k_dir = unit([1, 0, 1])
t_show = 20e-9
x_show = omega_0 * t_show
k_pair = unit([0.2, 0.9, 0.4])
nodes, node_weights = np.polynomial.legendre.leggauss(4)
angles = 2 * np.pi * np.arange(6) / 6
powder_gg, powder_bg = 0.0, 0.0
for alpha in angles:
    for node, weight in zip(nodes, node_weights):
        for gamma in angles:
            rot = Rotation.from_euler('ZYZ', [alpha, np.arccos(node), gamma])
            w = weight / 2 / 36
            powder_gg += w * gamma_gamma(rot.apply(p_dir), rot.apply(k_pair), t_show)
            powder_bg += w * beta_gamma(rot.apply(p_dir), rot.apply(k_dir), t_show)
g22 = (1 + 2 * g1(x_show) + 2 * g2(x_show)) / 5
assert abs(powder_gg - 1 - 0.14 * g22 * p2(p_dir @ k_pair)) < 1e-10
assert abs(powder_bg - 1) < 1e-10

# Three equally populated cubic site axes cancel although each site may signal.
sites = [beta_gamma(np.roll(p_dir, s), np.roll(k_dir, s), t_show) - 1
         for s in range(3)]
assert abs(sum(sites)) < 1e-12 and max(np.abs(sites)) > 0.01

# Directions for which the beta-gamma signal must vanish.
for p, k in ((unit([1, 0, 2]), k_dir), (p_dir, ez), (p_dir, ex)):
    assert abs(beta_gamma(p, k, t_show) - 1) < 1e-12

# Time-integrated beta-gamma signal.
z = omega_0 * lifetime
integrated_sum = 4 * z / (1 + z**2) + 5 * 2 * z / (1 + 4 * z**2)
integrated = {}
for sign in (1, -1):
    numeric = quad(lambda u: np.exp(-u) * (beta_gamma(p_dir, k_dir, u * lifetime,
                                                      sign) - 1), 0, 20, limit=400)[0]
    integrated[sign] = -3 * polarization / 70 * sign * integrated_sum
    # The cut-off tail and quadrature error are both well below this tolerance.
    assert abs(numeric - integrated[sign]) < 1e-7

# Thermally aligned source: the leading anisotropy is odd in V_zz.
temperature = 0.010
ratio = const.hbar * omega_q / (const.k * temperature)
thermal = {}
for sign in (1, -1):
    population = np.exp(-sign * ratio * np.diag(quadrupole_operator()).real)
    population /= population.sum()
    thermal[sign] = np.trace(np.diag(population) @ gamma_operator(ez)).real
    # Second-order thermal terms have a coefficient of about four.
    assert abs(thermal[sign] - (1 - 2.8 * sign * ratio)) < 5 * ratio**2
assert thermal[1] < 1 < thermal[-1]

best = minimize_scalar(lambda x: -sine_sum(x), bounds=(0, np.pi / 2),
                       method='bounded', options={'xatol': 1e-10})
best_time = best.x / omega_0
best_signal = beta_gamma(p_dir, k_dir, best_time) - 1
scan = [abs(beta_gamma(p_dir, k_dir, x / omega_0) - 1)
        for x in np.linspace(0, 2 * np.pi, 721)]
assert max(scan) <= abs(best_signal) + 1e-10

print(f"nuclear spin I = {SPIN:.1f} (dimensionless)")
print(f"quadrupole moment Q = {q_moment:.2e} m^2")
print(f"magnitude of V_zz = {v_zz:.2e} V/m^2")
print(f"mean life = {lifetime*1e9:.1f} ns")
print(f"eQV_zz/h for positive V_zz = {coupling_hz/1e6:.3f} MHz")
print(f"omega_Q for positive V_zz = {omega_q:.4e} rad/s")
print(f"omega_0 = 6 omega_Q = {omega_0:.4e} rad/s")
print(f"period 2 pi/omega_0 = {2*np.pi/omega_0*1e9:.2f} ns")
print(f"electron speed v/c = {speed:.2f} (dimensionless)")
print(f"nuclear polarization P = {polarization:.3f} (dimensionless)")
print(f"geometry factor [p.(n x k)](n.k) = "
      f"{(p_dir @ np.cross(ez, k_dir))*k_dir[2]:.3f} (dimensionless)")
print("Single crystal, W dimensionless, columns:")
print("t (ns) | gg, V>0 | gg, V<0 | bg, V>0 | bg, V<0")
for t_ns in (0, 10, 20, 40, 60, 80):
    t = t_ns * 1e-9
    row = [gamma_gamma(p_dir, k_dir, t, s) for s in (1, -1)]
    row += [beta_gamma(p_dir, k_dir, t, s) for s in (1, -1)]
    print(f"{t_ns:3d} | " + " | ".join(f"{w:.5f}" for w in row))
print(f"worked time = {t_show*1e9:.1f} ns")
print(f"x = omega_0 t, V>0 = {x_show:.4f} rad")
print(f"sin x = {np.sin(x_show):.4f}, sin 2x = {np.sin(2*x_show):.4f} (dimensionless)")
print(f"4 sin x + 5 sin 2x = {sine_sum(x_show):.4f} (dimensionless)")
print(f"g1 = {g1(x_show):.4f}, g2 = {g2(x_show):.4f} (dimensionless)")
print(f"powder factor G22 = {g22:.4f} (dimensionless)")
print(f"powder beta-gamma W = {powder_bg:.5f} (dimensionless)")
print(f"three cubic sites, W-1 = {sites[0]:.5f}, {sites[1]:.5f}, "
      f"{abs(sites[2]):.5f} (dimensionless)")
print(f"first largest signal at x = {best.x:.4f} rad")
print(f"first largest signal at t = {best_time*1e9:.2f} ns")
print(f"largest W_bg - 1, V>0 = {best_signal:.5f} (dimensionless)")
print(f"omega_0 times mean life = {z:.4f} (dimensionless)")
print(f"time-averaged sine sum, V>0 = {integrated_sum:.4f} (dimensionless)")
print(f"time-integrated W_bg - 1, V>0 = {integrated[1]:.5f} (dimensionless)")
print(f"time-integrated W_bg - 1, V<0 = {integrated[-1]:.5f} (dimensionless)")
print(f"thermal source temperature = {temperature*1e3:.1f} mK")
print(f"hbar omega_Q/(k_B T), V>0 = {ratio:.5f} (dimensionless)")
print(f"thermal gamma W along n, V>0 = {thermal[1]:.5f} (dimensionless)")
print(f"thermal gamma W along n, V<0 = {thermal[-1]:.5f} (dimensionless)")
print(f"2.8 hbar omega_Q/(k_B T) at 300 K = "
      f"{2.8*ratio*temperature/300:.2e} (dimensionless)")
print("no test failed")
```

Printed output:

```
nuclear spin I = 2.5 (dimensionless)
quadrupole moment Q = 5.00e-29 m^2
magnitude of V_zz = 5.00e+21 V/m^2
mean life = 100.0 ns
eQV_zz/h for positive V_zz = 60.450 MHz
omega_Q for positive V_zz = 9.4954e+06 rad/s
omega_0 = 6 omega_Q = 5.6973e+07 rad/s
period 2 pi/omega_0 = 110.28 ns
electron speed v/c = 0.90 (dimensionless)
nuclear polarization P = -0.300 (dimensionless)
geometry factor [p.(n x k)](n.k) = 0.500 (dimensionless)
Single crystal, W dimensionless, columns:
t (ns) | gg, V>0 | gg, V<0 | bg, V>0 | bg, V<0
  0 | 0.93000 | 0.93000 | 1.00000 | 1.00000
 10 | 0.95667 | 0.95667 | 1.08614 | 0.91386
 20 | 0.98643 | 0.98643 | 1.09555 | 0.90445
 40 | 0.98850 | 0.98850 | 0.97555 | 1.02445
 60 | 1.02762 | 1.02762 | 1.01974 | 0.98026
 80 | 0.97931 | 0.97931 | 0.96874 | 1.03126
worked time = 20.0 ns
x = omega_0 t, V>0 = 1.1395 rad
sin x = 0.9084, sin 2x = 0.7596 (dimensionless)
4 sin x + 5 sin 2x = 7.4316 (dimensionless)
g1 = -0.3451, g2 = -0.0748 (dimensionless)
powder factor G22 = 0.0320 (dimensionless)
powder beta-gamma W = 1.00000 (dimensionless)
three cubic sites, W-1 = 0.09555, 0.00000, 0.09555 (dimensionless)
first largest signal at x = 0.9095 rad
first largest signal at t = 15.96 ns
largest W_bg - 1, V>0 = 0.10290 (dimensionless)
omega_0 times mean life = 5.6973 (dimensionless)
time-averaged sine sum, V>0 = 1.1166 (dimensionless)
time-integrated W_bg - 1, V>0 = 0.01436 (dimensionless)
time-integrated W_bg - 1, V<0 = -0.01436 (dimensionless)
thermal source temperature = 10.0 mK
hbar omega_Q/(k_B T), V>0 = 0.00725 (dimensionless)
thermal gamma W along n, V>0 = 0.97992 (dimensionless)
thermal gamma W along n, V<0 = 1.02050 (dimensionless)
2.8 hbar omega_Q/(k_B T) at 300 K = 6.77e-07 (dimensionless)
no test failed
```
